# Parameter gradients of self-consistent energies, densities and orbital eigenvalues, part 2

We seek the change of self-consistent Kohn–Sham properties with a parameter $\theta$ of a semilocal functional. Hartree atomic units are used. The molecule is closed-shell, with real orbitals. The nuclei, integer occupations, grid and real basis functions $\chi_r$ (overlap $S$) are fixed. Indices $r,s,t,u$ label basis functions, $i,j$ occupied, $a,b$ virtual and $p,q$ any orbitals. Column $C_p$ holds orbital coefficients, with $C_p^TSC_q=\delta_{pq}$, and

$$P=2\sum_i C_iC_i^T,\qquad n(\mathbf r)=\sum_{rs}P_{rs}\chi_r(\mathbf r)\chi_s(\mathbf r).$$

With $\sigma=|\nabla n|^2$, $E_{xc}=\int e(n,\sigma;\theta)\,d\mathbf r$; subscripts on $e$ are partial derivatives. The matrix $F=\partial E/\partial P$ is

$$F=h+J[P]+V_{xc},$$

$$(V_{xc})_{rs}=\int\left[e_n\chi_r\chi_s+2e_\sigma\nabla n\cdot\nabla(\chi_r\chi_s)\right]d\mathbf r .$$

Here $h$ is the one-electron matrix and $J[P]_{rs}=\sum_{tu}(rs|tu)P_{tu}$ the Coulomb matrix. The orbitals satisfy $FC_p=\varepsilon_pSC_p$.

**Part (b).** For symmetric $A$, let $A_{ai}=C_a^TAC_i$. Allowed changes have amplitudes $U_{ai}$:

$$\delta P=2\sum_{ai}U_{ai}(C_aC_i^T+C_iC_a^T),\qquad
\mathrm{Tr}(A\delta P)=4\sum_{ai}A_{ai}U_{ai}.$$

Thus $\delta E=4\sum_{ai}F_{ai}U_{ai}$, and stationarity means $F_{ai}=0$.

**Part (c).** Stationarity removes the density response from the energy derivative:

$$\boxed{\frac{dE}{d\theta}
=\left.\frac{\partial E_{xc}}{\partial\theta}\right|_n
=\int e_\theta(n,\sigma;\theta)\,d\mathbf r .}$$

**Part (e).** The explicit change of $F$ is

$$G_\theta=\left.\frac{\partial F}{\partial\theta}\right|_P,\quad
(G_\theta)_{rs}=\int\left[e_{n\theta}\chi_r\chi_s
+2e_{\sigma\theta}\nabla n\cdot\nabla(\chi_r\chi_s)\right]d\mathbf r .$$

The "orbital error amplitudes" in the final output scale a virtual admixture to the occupied orbitals, which tests energy and gradient errors.

**Example.** Water has O at the origin and H at $(\pm0.76,0,0.59)$ Å. The level is PBE/6-31G* with five spherical $d$ functions and 10128 grid points. The parameters, treated as independent, are $\kappa=0.804$, $\mu=0.219515$ (exchange) and $\beta=0.066725$ (correlation). The energy is $-76.32004$ Ha; its derivatives are $-0.19214$, $-3.01094$ and $+2.18118$ Ha for $\kappa,\mu,\beta$.

Part (f) now asks for the equation for the density response.

**Solution.** The condition $F_{ai}=C_a^TFC_i=0$ must continue to hold as $\theta$ changes. Write $P'=dP/d\theta$. The matrix $F$ changes explicitly by $G_\theta$ and, through the density, by a linear map $K[P']$:

$$\frac{dF}{d\theta}=G_\theta+K[P'].$$

To find $K[X]$, let a symmetric matrix $X$ produce $n_X=\sum_{rs}X_{rs}\chi_r\chi_s$ and $\sigma_X=2\nabla n\cdot\nabla n_X$. Differentiating the formula for $V_{xc}$ gives

$$\begin{aligned}
K[X]_{rs}=J[X]_{rs}+\int\big[&\dot e_n\chi_r\chi_s\\
&+2(\dot e_\sigma\nabla n+e_\sigma\nabla n_X)\cdot\nabla(\chi_r\chi_s)\big]d\mathbf r,
\end{aligned}$$

$$\dot e_n=e_{nn}n_X+e_{n\sigma}\sigma_X,\qquad
\dot e_\sigma=e_{n\sigma}n_X+e_{\sigma\sigma}\sigma_X .$$

The term with $e_\sigma\nabla n_X$ arises because $\nabla n$ itself changes.

The orbitals in $C_a^TFC_i$ also change. Rotations within the occupied or virtual space can be set to zero here, since they do not affect $P$. Then $\delta C_i=\sum_bC_bU_{bi}$. Preserving $C_a^TSC_i=0$ requires $\delta C_a=-\sum_jC_jU_{aj}$. Their contribution is

$$\sum_bF_{ab}U_{bi}-\sum_jU_{aj}F_{ji}
=(\varepsilon_a-\varepsilon_i)U_{ai},$$

because $F$ is diagonal in the Kohn–Sham orbitals. The differentiated stationarity condition is therefore

$$(\varepsilon_a-\varepsilon_i)U_{ai}+K[P']_{ai}+(G_\theta)_{ai}=0 .$$

Let $X^{bj}=C_bC_j^T+C_jC_b^T$. Since $P'=2\sum U_{bj}X^{bj}$, this is the linear system

$$\boxed{MU_\theta=-G_\theta,}$$

$$M_{ai,bj}=\delta_{ab}\delta_{ij}(\varepsilon_a-\varepsilon_i)
+2K[X^{bj}]_{ai}.$$

In the boxed equation, $G_\theta$ denotes the vector of its virtual–occupied elements. The system is called the coupled-perturbed Kohn–Sham equation: a change in one orbital pair can alter the Kohn–Sham matrix elements of other pairs, unless symmetry forbids the coupling.

The matrix $M$ is symmetric. Indeed, $2K[X^{bj}]_{ai}=\mathrm{Tr}(X^{ai}K[X^{bj}])$, and $K$ is a second derivative of the energy with respect to $P$, so the two matrices in this trace can be exchanged.

To connect $M$ with stability, rotate the orbitals at fixed $\theta$ by $C(t)=C\exp(tB)$, where $B_{ai}=U_{ai}$, $B_{ia}=-U_{ai}$ and the other blocks are zero. At every $t$, part (b) gives $dE/dt=4\sum F_{ai}(t)U_{ai}$. Differentiating once more at $t=0$ uses the calculation above without its explicit term $G_\theta$:

$$\left.\frac{d^2E}{dt^2}\right|_0=4U^TMU .$$

At a minimum this is nonnegative for every $U$. If $M$ is also nonsingular, it is positive definite. Nonsingularity allows the implicit function theorem to be applied to $F_{ai}=0$, so a differentiable local branch $P(\theta)$ exists.

Water has 18 basis functions, 5 occupied and 13 virtual orbitals, hence $13\times5=65$ unknown amplitudes. The lowest eigenvalue of $M$ is 0.298 Ha, so the solution is stable against the real, spin-restricted rotations considered here. The calculated $dP/d\theta$ agrees with differences of reconverged density matrices to $1.2\times10^{-8}$ in its largest element.

### (g) Find the derivative of a Kohn–Sham eigenvalue.

**Solution.** Assume that $\varepsilon_p$ is nondegenerate. Differentiate $FC_p=\varepsilon_pSC_p$, with $S$ fixed, and multiply from the left by $C_p^T$:

$$C_p^TF'C_p+C_p^TFC_p'
=\varepsilon_p'+\varepsilon_pC_p^TSC_p'.$$

The transpose of the Kohn–Sham equation gives $C_p^TF=\varepsilon_pC_p^TS$. The terms containing $C_p'$ cancel, leaving

$$\varepsilon_p'=C_p^T(G_\theta+K[P'])C_p .$$

The derivative of the orbital itself has disappeared, but the density response has not. The eigenvalue belongs to a matrix that depends on all occupied orbitals. Keeping the density fixed would retain only $C_p^TG_\theta C_p$.

At a degeneracy, the individual eigenvalues may exchange order or have different one-sided derivatives. In general, the formula then cannot be applied to an arbitrarily selected orbital of the degenerate set. It can be if symmetry keeps the levels degenerate along the parameter path, because they then share one derivative. The same care is needed if “HOMO” or “LUMO” changes from one orbital to another along the parameter path.

### (h) Obtain all parameter derivatives of one scalar property with a single linear solve.

**Solution.** Let $L(P,\varepsilon)$ be a smooth scalar with no explicit dependence on $\theta$. Define the symmetric matrices

$$D=\frac{\partial L}{\partial P},\qquad
W=\sum_p\frac{\partial L}{\partial\varepsilon_p}C_pC_p^T .$$

The chain rule and part (g) give

$$\begin{aligned}
\frac{dL}{d\theta}
&=\mathrm{Tr}(DP')+\mathrm{Tr}\{W(G_\theta+K[P'])\}\\
&=\mathrm{Tr}(WG_\theta)+\mathrm{Tr}(RP'),
\qquad R=D+K[W].
\end{aligned}$$

The second line uses the symmetry $\mathrm{Tr}(WK[P'])=\mathrm{Tr}(K[W]P')$. If $R_{vo}$ is the vector of elements $R_{ai}$, then

$$\mathrm{Tr}(RP')=4R_{vo}^TU_\theta
=-4R_{vo}^TM^{-1}G_\theta .$$

The expensive part can be moved away from the parameter. Solve

$$\boxed{Mz=R_{vo}}$$

once. Since $M$ is symmetric, the response term becomes $-4z^TG_\theta$. Applying the trace rule backwards gives

$$\boxed{\frac{dL}{d\theta}=\mathrm{Tr}(ZG_\theta),}$$

$$Z=W-2\sum_{ai}z_{ai}(C_aC_i^T+C_iC_a^T).$$

The equation for $z$ is the adjoint equation. It contains the property, through $R$, but no parameter derivative. The same $Z$ therefore serves every parameter.

For a semilocal functional the final contraction needs no separate matrix for each parameter. With $n_Z=\sum_{rs}Z_{rs}\chi_r\chi_s$, insertion of $G_\theta$ gives

$$\frac{dL}{d\theta}=\int\left[e_{n\theta}n_Z
+2e_{\sigma\theta}\nabla n\cdot\nabla n_Z\right]d\mathbf r .$$

If $L$ also depends explicitly on $\theta$, its derivative at fixed $P$ and $\varepsilon$ is added.

The energy is recovered as a special case. For $L=E$, $W=0$ and $D=F$, so $R_{vo}=0$ and $z=0$. The explicit term alone remains. For a general property, $R_{vo}$ is not zero.

“One solve” refers to one scalar and one right-hand side. An iterative solution may apply $M$ many times. For $q$ separately required scalar gradients and $m$ parameters, the adjoint route uses $q$ right-hand sides, while the direct route $MU_\theta=-G_\theta$ uses $m$. If the whole density derivative is wanted at every point, the direct route is the natural one. If many density values enter one scalar loss, one adjoint right-hand side is enough.

### (i) Apply the result to water and to a loss with two targets.

**Solution.** The molecular dipole along $z$ is the nuclear contribution minus $\mathrm{Tr}(Pz_{\rm AO})$, where $z_{\rm AO}$ is the position matrix. Thus $D=-z_{\rm AO}$ and $W=0$. For the HOMO eigenvalue $\varepsilon_H$, $D=0$ and $W=C_HC_H^T$. For the gap, $W=C_LC_L^T-C_HC_H^T$, where $L$ labels the LUMO.

| Property | $d/d\kappa$ | $d/d\mu$ | $d/d\beta$ |
|---|---:|---:|---:|
| dipole ($ea_0$) | $-0.02693$ | $-0.12999$ | $-0.07376$ |
| HOMO (Ha) | $0.00182$ | $-0.05985$ | $0.18494$ |
| HOMO, fixed $n$ | $0.00449$ | $-0.09937$ | $0.22233$ |
| gap (Ha) | $-0.00026$ | $-0.02732$ | $-0.01236$ |
| gap, fixed $n$ | $-0.00361$ | $-0.00299$ | $-0.04418$ |

The dipole has no explicit parameter derivative, so its entire gradient is response. For the HOMO, response changes the $\mu$ derivative by $-0.05985-(-0.09937)=+0.03952$ Ha. For the gap, fixed density gives in this basis a $\mu$ derivative about nine times too small in magnitude. These entries depend strongly on the basis. With aug-cc-pVDZ on the same grid, the dipole is 0.709 $ea_0$ and its derivatives are about half as large, the HOMO lies at $-0.265$ Ha, and the $\mu$ derivative of the gap is about $+0.009$ Ha with response and $+0.038$ Ha without. A finer grid moves the table entries by up to $10^{-4}$. The full values agree with reconverged finite differences within $5.4\times10^{-8}$ atomic units.

An energy can also require response. Evaluate the LSDA energy on the self-consistent PBE density. Here $D$ is the LSDA Kohn–Sham matrix, whose virtual–occupied block need not vanish in PBE orbitals. LSDA contains none of the three parameters, so the explicit gradient is zero. The full derivatives are nevertheless $0.00097$, $0.00516$ and $0.00117$ Ha for $\kappa$, $\mu$ and $\beta$. The simple energy rule is guaranteed when the energy being differentiated is stationary at the density used. Without stationarity, a response term must in general be included.

Now choose round targets of 0.80 $ea_0$ for the dipole $d$ and $-0.25$ Ha for $\varepsilon_H$, with widths of 0.01 in the same respective units:

$$L=\frac12\left[\left(\frac{d-0.80}{0.01}\right)^2
+\left(\frac{\varepsilon_H+0.25}{0.01}\right)^2\right].$$

The computed values are $d=0.801647$ and $\varepsilon_H=-0.226872$. The scaled deviations are 0.1647 and 2.3128, giving $L=2.688$. The derivatives with respect to the two properties, in their atomic units, are

$$\frac{\partial L}{\partial d}=\frac{0.001647}{0.01^2}=16.47,\qquad
\frac{\partial L}{\partial\varepsilon_H}
=\frac{0.023128}{0.01^2}=231.28 .$$

They enter a single source through $D=-16.47\,z_{\rm AO}$ and $W=231.28\,C_HC_H^T$. One adjoint solve gives the loss gradient $(-0.021,-15.983,41.560)$ in the order $\kappa,\mu,\beta$. The $\mu$ entry can be checked from the table:

$$16.47(-0.12999)+231.28(-0.05985)=-15.98 .$$

The $\kappa$ entry is small for two reasons. Its contributions, about $-0.443$ from the dipole and $+0.422$ from the HOMO, are themselves small beside the other two entries, and they nearly cancel. The cancellation belongs to this basis and these targets, and it makes the entry sensitive: on a finer grid the gradient is $(-0.027,-16.005,41.537)$.

### (j) Relate the dipole gradient to an energy gradient, then find the energy curvature.

**Solution.** Add $fD$ to $h$, with $D=-z_{\rm AO}$ and $f$ a small field parameter. The stationarity argument of part (c) also applies to $f$, so $\partial E/\partial f=\mathrm{Tr}(PD)$. For a smooth solution branch, mixed derivatives are equal:

$$\frac{d}{d\theta}\mathrm{Tr}(PD)
=\frac{d}{df}\left(\left.\frac{\partial E_{xc}}{\partial\theta}\right|_n\right).$$

The left side is the dipole gradient. The right side asks how the explicit energy gradient changes when a field redistributes the electrons. Finite-field calculations reproduce all three dipole derivatives to the six decimals printed in the numerical output.

For the curvature, differentiate the explicit energy gradient with respect to another parameter. It changes directly and through the density:

$$\begin{aligned}
\frac{d^2E}{d\theta_kd\theta_l}
&=\left.\frac{\partial^2E_{xc}}{\partial\theta_k\partial\theta_l}\right|_n
+\mathrm{Tr}\!\left(G_k\frac{dP}{d\theta_l}\right)\\
&=\left.\frac{\partial^2E_{xc}}{\partial\theta_k\partial\theta_l}\right|_n
-4G_k^TM^{-1}G_l .
\end{aligned}$$

Response is absent from the first derivative but present in the second. Along a parameter direction $v$, its contribution is $-4g^TM^{-1}g$, with $g=\sum_kv_kG_k$. At a minimum with nonsingular $M$, this is never positive: relaxation lowers the energy relative to a frozen density. For $\mu$ in water, the explicit curvature is 4.7025 Ha and relaxation contributes $-0.0342$ Ha, for a total of 4.6684 Ha.

These derivatives can be used to extrapolate from PBE to PBEsol, which has $\mu=0.123457$ and $\beta=0.046000$ with the same $\kappa$. The changes are $\Delta\mu=-0.096058$ and $\Delta\beta=-0.020725$. To first order,

$$\Delta E\approx(-3.01094)(-0.096058)+(2.18118)(-0.020725)
=0.2440\ {\rm Ha}.$$

Including the full curvature gives 0.2589 Ha, while a self-consistent PBEsol calculation gives 0.2600 Ha. The errors relative to the actual change are 6.1% and 0.4%. For the HOMO, the first-order terms are $+0.00575$ and $-0.00383$ Ha. Their sum is 0.00192 Ha (0.052 eV), compared with an actual change of 0.00140 Ha (0.038 eV). The prediction is 37% too large relative to that change. A correct local gradient does not guarantee an accurate extrapolation over a finite parameter step, particularly when its leading contributions partly cancel.

## Calculated quantities

```
Water, PBE/6-31G*; O (0,0,0), H (+/-0.76,0,0.59) angstrom
AOs 18, occupied 5, rotations 65, grid 10128
Vectors ordered kappa, mu, beta (dimensionless)
PBE parameters: 0.804000 0.219515 0.066725
SCF energy: -76.320043 Ha; libxc route: -76.320043 Ha
Dipole: 0.801647 e*a0
HOMO: -0.226872 Ha; gap: 0.272936 Ha
LSDA energy on PBE density: -75.837667 Ha
dE explicit [Ha]: -0.192141 -3.010936 2.181183
dE reconverged difference [Ha]: -0.192141 -3.010936 2.181183
Largest energy-gradient difference: 1.3e-07 Ha
d Dipole [e*a0], adjoint: -0.026927 -0.129986 -0.073755
   without response: 0.000000 0.000000 0.000000
   reconverged difference: -0.026927 -0.129986 -0.073755
d HOMO [Ha], adjoint: 0.001825 -0.059848 0.184942
   without response: 0.004486 -0.099369 0.222325
   reconverged difference: 0.001825 -0.059848 0.184942
d Gap [Ha], adjoint: -0.000265 -0.027318 -0.012358
   without response: -0.003612 -0.002988 -0.044175
   reconverged difference: -0.000265 -0.027318 -0.012358
d LSDA energy [Ha], adjoint: 0.000965 0.005158 0.001167
   without response: 0.000000 0.000000 0.000000
   reconverged difference: 0.000965 0.005158 0.001167
Largest property-gradient difference: 5.4e-08 a.u.
Dipole gradient by field interchange [e*a0]: -0.026927 -0.129986 -0.073755
Lowest eigenvalue of M: 0.297729 Ha
Asymmetry of M: 2.5e-15 Ha
Largest density-matrix response difference: 1.2e-08
Loss targets: 0.80 e*a0, -0.25 Ha
Loss widths: 0.01 e*a0 and 0.01 Ha
Loss: 2.688182 (dimensionless); solves: 1
dLoss, one adjoint solve: -0.0214 -15.9828 41.5595
dLoss, reconverged difference: -0.0214 -15.9828 41.5595
Energy curvature, diagonal entries [Ha]:
   explicit: 0.350549 4.702536 -31.155869
   relaxation: -0.000750 -0.034159 -0.020264
   total: 0.349798 4.668376 -31.176133
   reconverged difference: 0.349798 4.668376 -31.176124
Orbital error amplitudes: 1.0e-03, 5.0e-04
Energy errors [Ha]: 3.418e-06, 8.546e-07
mu-gradient errors [Ha]: -4.833e-04, -2.416e-04
Error ratios on halving: energy 4.000, gradient 2.000
PBEsol parameters: 0.804000 0.123457 0.046000
PBE to PBEsol energy change, first order: 0.244021 Ha
   second order: 0.258889 Ha
   actual: 0.259985 Ha
HOMO change, first order: 0.001916 Ha = 0.0521 eV
   actual: 0.001397 Ha = 0.0380 eV
```
